# Effective temperature of a slow vibration on a current-carrying resonant level

## A symmetric junction, by counting

Take one electronic level joined equally to a left and a right lead, both at zero temperature. Their chemical potentials differ by $\mu_L-\mu_R=eV>0$. A vibration of angular frequency $\Omega$ shifts the level weakly, and the level is so broad that its spectral density is constant over all energies of interest.

An electron can give one quantum $\hbar\Omega$ to the vibration by passing from a filled state of lead $a$ to an empty state of lead $b$, lower by $\hbar\Omega$. The range of initial energies is $\mu_a-\mu_b-\hbar\Omega$, if positive. For $eV>\hbar\Omega$ only $L\to R$ contributes. An electron can take up a quantum over the range $\mu_a-\mu_b+\hbar\Omega$: this is $\hbar\Omega$ for each of $L\to L$ and $R\to R$, $eV+\hbar\Omega$ for $L\to R$, and zero for $R\to L$. Because the vibration acts only on the level, which is joined equally to both leads, all four processes have the same weight, so

$$
R_\uparrow\propto eV-\hbar\Omega,\qquad R_\downarrow\propto eV+3\hbar\Omega .
$$

A vibration with $n$ quanta goes up at rate $(n+1)R_\uparrow$ and down at rate $nR_\downarrow$. Balance of the mean gives

$$
\bar n=\frac{R_\uparrow}{R_\downarrow-R_\uparrow}=\frac{eV-\hbar\Omega}{4\hbar\Omega}.
$$

For $\hbar\Omega\ll eV$ the energy $\bar n\hbar\Omega$ tends to $eV/4$. A classical oscillator has mean energy $kT$, hence $kT=eV/4$. Current heats the vibration, while all electron-hole processes together damp it.

## Model and result

For unequal leads, let the level energy be $E(x)=e_0+\lambda x$, measured from the mean chemical potential, so $\mu_{L,R}=\pm eV/2$. The full widths are $\Gamma_a=2\pi\sum_k|t_{ak}|^2\delta(\varepsilon-\varepsilon_{ak})$, where $t_{ak}$ are the hoppings. The wide-band assumption makes them independent of energy; we also take them independent of $x$. Define

$$
\Gamma=\Gamma_L+\Gamma_R,\qquad p_a=\Gamma_a/\Gamma,\qquad \bar f=p_Lf_L+p_Rf_R,
$$

where $f_a$ are the lead occupations. Electrons do not interact, and the vibration has no other bath. The result to be derived is

$$
\boxed{kT_{\rm eff}=eV\,p_Lp_R=eV\frac{\Gamma_L\Gamma_R}{(\Gamma_L+\Gamma_R)^2}}
$$

for motion slow enough to be classical and $eV\ll\Gamma$. The slow limit is taken first. $T_{\rm eff}$ describes the vibration; the electrons have no such temperature.

## Noise of the force

With $n=d^\dagger d$, the force is $F=-\partial H/\partial x=-\lambda n$. We write one spin component; two independent components double both noise and friction, so their ratio is unchanged.

At fixed $x$, eliminating the lead operators from the Heisenberg equations produces the memory kernel

$$
\sum_{ak}|t_{ak}|^2e^{-i\varepsilon_{ak}\tau/\hbar}
=\int\frac{d\varepsilon}{2\pi}\Gamma e^{-i\varepsilon\tau/\hbar}
=\hbar\Gamma\delta(\tau).
$$

The memory integral ends at $\tau=0$ and collects half of the delta function. Therefore

$$
i\hbar\dot d=(E-i\Gamma/2)d+\sum_{ak}t_{ak}c_{ak}e^{-i\varepsilon_{ak}t/\hbar},
$$

with $c_{ak}$ the initial lead operators. After transients have decayed,

$$
d(t)=\sum_{ak}t_{ak}G(\varepsilon_{ak})c_{ak}e^{-i\varepsilon_{ak}t/\hbar},
\qquad G(\varepsilon)=\frac1{\varepsilon-E+i\Gamma/2}.
$$

Let $A=\Gamma|G|^2=\Gamma/[(\varepsilon-E)^2+\Gamma^2/4]$. Since $\sum_a\Gamma_af_a|G|^2=A\bar f$,

$$
\langle d^\dagger(t)d(0)\rangle=\int\frac{d\varepsilon}{2\pi}A\bar f e^{i\varepsilon t/\hbar},\quad
\langle d(t)d^\dagger(0)\rangle=\int\frac{d\varepsilon}{2\pi}A(1-\bar f)e^{-i\varepsilon t/\hbar}.
$$

Wick's theorem makes $\langle\delta n(t)\delta n(0)\rangle$ the product of these two functions. In its Fourier transform, $\int dt\,e^{i(\hbar\omega+\varepsilon-\varepsilon')t/\hbar}=2\pi\hbar\,\delta(\hbar\omega+\varepsilon-\varepsilon')$, so

$$
S_n(\omega)=\hbar\int\frac{d\varepsilon}{2\pi}A(\varepsilon)A(\varepsilon+\hbar\omega)
\bar f(\varepsilon)[1-\bar f(\varepsilon+\hbar\omega)].
$$

Positive $\omega$ means that electrons absorb energy. At zero temperature and frequency, $\bar f(1-\bar f)$ vanishes where both leads are full or both empty. Between $\mu_R$ and $\mu_L$, $\bar f=p_L$ and the product is $p_Lp_R$. Thus

$$
S_F=\lambda^2S_n(0)=\frac{\lambda^2\hbar}{2\pi}p_Lp_R\int_{\mu_R}^{\mu_L}A^2d\varepsilon.
$$

The noise formula was tested by evolving a level coupled to discretized leads. With $\hbar=\Gamma=1$, $p_L=0.75$, $eV=0.30$, $E=0.20$ and $\omega=\pm0.15$, the evolution gave 0.359 and 0.0518; the formula gives 0.360 and 0.0516.

## Friction

Let the level move at constant rate $r=\dot E=\lambda\dot x$ and pass $E$ at $t=0$. Write $z=\varepsilon-E+i\Gamma/2$. The amplitude that replaces $G$ at that instant is

$$
\psi=-\frac i\hbar\int_0^\infty d\tau\,
\exp\left(\frac{iz\tau}{\hbar}+\frac{ir\tau^2}{2\hbar}\right).
$$

The quadratic phase has a plus sign because the level was lower in the past. To first order in $r$, use $\tau^2e^{iz\tau/\hbar}=-\hbar^2\partial_z^2e^{iz\tau/\hbar}$:

$$
\psi=\frac1z-\frac{i\hbar r}{2}\frac{d^2}{dz^2}\frac1z
=\frac1z-\frac{i\hbar r}{z^3}.
$$

The change of the squared amplitude is

$$
\delta|\psi|^2=2\,{\rm Re}\frac{-i\hbar r}{z^*z^3}
=2\hbar r\frac{{\rm Im}(z^{*2})}{|z|^6}
=-\frac{2\hbar r\Gamma(\varepsilon-E)}{|z|^6}.
$$

Since $A^2=\Gamma^2/|z|^4$, its derivative is $dA^2/d\varepsilon=-4\Gamma^2(\varepsilon-E)/|z|^6$. Hence $\Gamma\delta|\psi|^2=(\hbar r/2)dA^2/d\varepsilon$. Filling the states and integrating by parts, with $A^2\to0$ at large $|\varepsilon|$, gives

$$
\delta n=\int\frac{d\varepsilon}{2\pi}\bar f\,\Gamma\delta|\psi|^2
=\hbar r\int\frac{d\varepsilon}{4\pi}A^2\left(-\frac{d\bar f}{d\varepsilon}\right).
$$

A rising level is therefore fuller than a stationary level at the same energy. The extra force is $-\lambda\delta n=-\gamma\dot x$. At zero temperature $-d\bar f/d\varepsilon=\sum_ap_a\delta(\varepsilon-\mu_a)$, and

$$
\gamma=\frac{\lambda^2\hbar}{4\pi}\left[p_LA^2(\mu_L)+p_RA^2(\mu_R)\right]>0.
$$

For the same parameters as in the noise test, integration of the moving-level amplitude at $r=0.01$ gave $\gamma/(\hbar\lambda^2)=1.074$, against 1.079 from this formula.

## From noise and friction to temperature

The slow motion obeys

$$
m\ddot x=-U'(x)-\gamma\dot x+\xi,\qquad
\langle\xi(t)\xi(t')\rangle=S_F\delta(t-t').
$$

Here $U$ includes the mean electronic force. The momentum diffusion constant is $S_F/2$, so the candidate temperature is

$$
kT_{\rm eff}=\frac{S_F}{2\gamma}
=p_Lp_R\frac{\int_{\mu_R}^{\mu_L}A^2d\varepsilon}
{p_LA^2(\mu_L)+p_RA^2(\mu_R)}.
$$

For small bias, $A^2$ is constant over the window. The numerator becomes $A^2eV$, the denominator $A^2$, and the boxed result follows.

At this order the ratio is independent of $x$, even though $\gamma$ and $S_F$ vary with $x$. The phase-space density $P$ obeys

$$
\partial_tP=-\frac pm\partial_xP+U'\partial_pP+
\partial_p\left[\gamma\left(\frac pmP+kT_{\rm eff}\partial_pP\right)\right].
$$

Insert $P\propto\exp[-(p^2/2m+U)/kT_{\rm eff}]$. The first two terms are $+pU'P/(mkT_{\rm eff})$ and $-pU'P/(mkT_{\rm eff})$, which cancel. The bracket vanishes because $kT_{\rm eff}\partial_pP=-(p/m)P$. The vibration thus has a Boltzmann distribution, not merely a matching mean energy.

At fixed bias, $p_Lp_R$ is largest for equal widths, where it is $1/4$. If one width tends to zero, the window noise vanishes while friction from the other lead remains, and $T_{\rm eff}\to0$ in this classical limit.

## Corrections within the model

**Finite bias.** Expand $A^2(\varepsilon)\simeq A^2(0)(1+a\varepsilon)$, where $a=4E/(E^2+\Gamma^2/4)$. The linear term integrates to zero over the symmetric window, but the friction gains the factor $1+a(p_L-p_R)eV/2$. To first order,

$$
kT_{\rm eff}\simeq eVp_Lp_R\left[1-(p_L-p_R)\frac{eV}{2}
\frac{4E}{E^2+\Gamma^2/4}\right].
$$

Reversing the bias, with the level held fixed relative to the mean chemical potential, reverses the correction. It also depends on $x$ through $E$, so the single Boltzmann temperature is a leading-order result.

**Finite quantum.** For weak coupling, repeat the opening count with weights $p_ap_b$. When $eV>\hbar\Omega$,

$$
R_\uparrow\propto p_Lp_R(eV-\hbar\Omega),\quad
R_\downarrow\propto(p_L^2+p_R^2)\hbar\Omega+p_Lp_R(eV+\hbar\Omega).
$$

Their difference is $(p_L+p_R)^2\hbar\Omega=\hbar\Omega$, with the same prefactor. Consequently

$$
\bar n=p_Lp_R\frac{eV-\hbar\Omega}{\hbar\Omega},\qquad
\hbar\Omega\left(\bar n+\tfrac12\right)=p_Lp_ReV+\hbar\Omega\left(\tfrac12-p_Lp_R\right).
$$

The classical result therefore needs $\hbar\Omega\ll p_Lp_ReV$, which is stricter than $\hbar\Omega\ll eV$ for very unequal leads. Below $eV=\hbar\Omega$, these one-quantum rates give no heating.

**Warm leads.** At lead temperature $T$, expand $\bar f(1-\bar f)$ into terms $p_ap_bf_a(1-f_b)$. The equal-lead integrals are $kT$. For the mixed terms, $f_L(1-f_R)=e^{eV/kT}f_R(1-f_L)$, their difference is $f_L-f_R$, and $\int(f_L-f_R)d\varepsilon=eV$. Their sum is thus $eV\coth(eV/2kT)$. With $A^2$ constant,

$$
kT_{\rm eff}=(p_L^2+p_R^2)kT+p_Lp_ReV\coth\frac{eV}{2kT}.
$$

For $eV\ll kT$ this returns $kT$, as equilibrium requires.

## When the hoppings also move

Let $k_a=d\ln t_a/dx$. A scattering state from lead $\alpha$ has level amplitude $\psi_\alpha=G\sqrt{\Gamma_\alpha/2\pi}$. The hopping times its amplitude at contact $a$ is

$$
t_a\chi_{a\alpha}=\left(\frac{\delta_{a\alpha}}G-\frac{i\Gamma_a}{2}\right)\psi_\alpha.
$$

The first part is the incoming wave and the second the wave emitted by the level. In the matrix element of $\partial H/\partial x$, the terms $\pm i\Gamma_a/2$ cancel:

$$
M_{\alpha\beta}=\psi_\alpha^*\psi_\beta
\left(\lambda+\frac{k_\alpha}{G^*}+\frac{k_\beta}{G}\right).
$$

The golden rule gives $S_F=2\pi\hbar\sum_{\alpha\beta}|M_{\alpha\beta}|^2\int f_\alpha(1-f_\beta)d\varepsilon$. At equilibrium each integral is $kT$, so $\gamma=S_F/(2kT)=\pi\hbar\sum|M_{\alpha\beta}|^2$. At zero temperature and leading order in bias, only $L\to R$ adds noise, while this friction is unchanged:

$$
kT_{\rm eff}=eV\frac{|M_{LR}|^2}{\sum_{\alpha\beta}|M_{\alpha\beta}|^2}.
$$

For $k_\alpha=0$, $|M_{\alpha\beta}|^2\propto p_\alpha p_\beta$ and the boxed result returns. It also returns for $k_L=k_R=k$: since $1/G+1/G^*=2(\varepsilon-E)$, every matrix element then has the same real factor $\lambda+2k(\varepsilon-E)$, which cancels from the ratio at leading order in bias unless it is zero; when the factor is small enough to change appreciably across the bias window, the finite-bias correction is large. For $k_L\ne k_R$ the widths alone do not in general determine the temperature. The ratio then also depends on $x$, even at leading order in bias, so it acts as a single temperature only if it varies little over the vibration's swing.

## Worked example

Take $\Gamma_L=0.45$ eV, $\Gamma_R=0.15$ eV, $E=0.30$ eV and $V=0.050$ V. Then $\Gamma=0.60$ eV, $p_L=0.75$, $p_R=0.25$, and

$$
kT_{\rm eff}=50\ {\rm meV}\times0.75\times0.25=9.4\ {\rm meV},
\qquad T_{\rm eff}=109\ {\rm K}.
$$

Equal widths at the same bias would give 145 K.

The bias correction is $-0.5\times0.025\times1.2/0.18=-8.3\%$. The full static ratio gives 100 K with the left lead high and 117 K with the right lead high. Leads at 4.2 K, with all else at leading order, give 111 K. This rise assumes a quantum small beside the lead $kT=0.36$ meV; the phonon number of the 5 meV vibration below is practically unchanged by leads at 4.2 K.

For $\hbar\Omega=5$ meV, $\bar n=0.1875\times45/5=1.69$. The temperature defined by $\bar n/(\bar n+1)=e^{-\hbar\Omega/kT}$ is 125 K. This 15% rise over the classical value occurs although $\hbar\Omega/eV=0.1$: the relevant comparison is 5 meV with $p_Lp_ReV=9.4$ meV.

Let the level shift per zero-point length $x_0=\sqrt{\hbar/2m\Omega}$ be $g=\lambda x_0=10$ meV. The rms level swing, $g\sqrt{2\bar n+1}=21$ meV, is small beside $\Gamma$. If the left and right hoppings change by $+0.2\%$ and $-0.2\%$ per zero-point length, the classical temperature becomes 123 K; for $\pm1\%$ it becomes 195 K. In the latter case $\Gamma k_Lx_0=6$ meV is already comparable with $g$. Reversing both signs gives 97 K and 75 K instead, so moving hoppings can lower the temperature as well as raise it. All four values are taken at $x=0$ and at leading order in bias. The full 50 mV window shifts them by up to 10%: 123, 195, 97 and 75 K become 114, 196, 89 and 69 K with the left lead high. Within the classical rms displacement at 195 K, $2.6x_0$ either way, the leading-order 195 K value ranges from 189 to 201 K.

## Comparison with a real junction

The example is a round-number model of a conjugated molecule strongly coupled to gold electrodes in a cryogenic break junction, not data for a particular molecule. Its low-bias conductance is $\Gamma_L\Gamma_R/(E^2+\Gamma^2/4)=0.375$ in units of $2e^2/h$; weakly coupled molecules conduct far less. Widths and level positions vary greatly between such junctions. One assumption that is clearly broken is the absence of another bath: a 5 meV vibration lies within the phonon band of gold, which extends to roughly 20 meV, and can lose energy to the electrodes.

To size this effect, the golden rule gives the electronic energy-damping rate, with both spins,

$$
\eta=\frac{2g^2}{\hbar^2}[S_n(\Omega)-S_n(-\Omega)]
\simeq\frac{\Omega g^2A^2}{\pi}=2.7\times10^9\ {\rm s}^{-1},
$$

using $A=3.33$ eV$^{-1}$ and $\Omega=7.6\times10^{12}$ s$^{-1}$. If the lattice has damping rate $\eta_l$ and equilibrium phonon number $n_l$, balance of the mean number gives

$$
\bar n=\frac{\eta\bar n_{\rm el}+\eta_l n_l}{\eta+\eta_l},
$$

where $\bar n_{\rm el}=1.69$ is the purely electronic value for constant $A$; the energy dependence of $A$ at this bias lowers it by about 9% with the left lead high and raises it by about 8% with the right lead high, and changes $\eta$ to $2.9$ and $2.5\times10^9$ s$^{-1}$; the first cooled temperature below then becomes 93 and 102 K. For a lattice at 4.2 K and trial rates $\eta_l=10^9$, $10^{10}$ and $10^{11}$ s$^{-1}$, the 125 K vibration cools to 98, 43 and 18 K. The rates are trial values, not calculated for a contact. An implementation that predicts a real vibrational temperature therefore needs the lattice damping as an input. Electron interaction is also omitted, and its effect has not been sized here. Further digits are in the numerical output below.

## Table of computed values

```
TESTS (hbar = 1, Gamma = 1)
noise at +eV/2: evolved 0.35935, formula 0.36000
noise at -eV/2: evolved 0.05175, formula 0.05160
friction: moving level 1.07410, formula 1.07949
kT/(eV pL pR), three cases: 1.0076 0.9928 0.9922
bias slope: numeric -0.6897, formula -0.6897
EXAMPLE: INPUTS
Gamma_L = 0.45 eV, Gamma_R = 0.15 eV
level above mean chemical potential = 0.30 eV
bias = 0.050 V, vibration quantum = 5.0 meV
coupling per zero-point length = 10.0 meV
lead temperature = 4.2 K
EXAMPLE: MAIN RESULT
Gamma = 0.60 eV, pL = 0.750, pR = 0.250
pL*pR = 0.1875
kT_eff = 9.375 meV, T_eff = 108.8 K
equal widths, same bias: T_eff = 145.1 K
EXAMPLE: SIZE OF NEGLECTED EFFECTS
eV/Gamma = 0.0833, quantum/eV = 0.100
finite bias, L high: T = 99.6 K
finite bias, R high: T = 117.5 K
first-order bias change = -8.33 % (L high)
finite quantum: mean phonon number = 1.6875
finite quantum: T from phonon number = 124.7 K
finite quantum: mean energy = 10.938 meV
warm leads: T = 111.4 K
rms level swing = 20.9 meV
hoppings +/-0.2 % per zero-point length: T = 123.4 K
hoppings +/-1.0 % per zero-point length: T = 194.7 K
spectral function at mean chemical potential = 3.3333 1/eV
angular frequency = 7.596e+12 1/s
electronic damping rate (energy) = 2.687e+09 1/s
lattice damping 1e+09 1/s: n = 1.2298, T = 97.5 K
lattice damping 1e+10 1/s: n = 0.3574, T = 43.5 K
lattice damping 1e+11 1/s: n = 0.0442, T = 18.3 K
```
